Screening length and capture numbers in self-consistent island growth

On a model surface covered by one hundredth of a monolayer, the mean adatom density is 1.78 × 10⁻⁴ per site. Now solve a diffusion equation around one island, using the same deposition rate and the same capture of adatoms by other islands, but letting the formation of a dimer remove one adatom instead of two. Far from the island the density then comes out 8.2% above that mean. The island cannot cause this error, because its influence has died out there. The two descriptions of the same adatoms disagree about how fast adatoms disappear, and removing the disagreement fixes the screening length.

The model is irreversible growth at low coverage. Atoms arrive at rate F per site, diffuse with coefficient D, do not evaporate, and stay where they meet another adatom or an island. Islands do not move. Every deposited atom is counted as an adatom, so direct hits on islands and adatoms are neglected. Lengths are in lattice constants a, one site has area a², and time is in units of 1/F, so that time equals coverage in monolayers (ML).

Let n be the mean density of adatoms and n_s that of islands with s ≥ 2 atoms. The capture number σ_s is defined by saying that islands of size s gain atoms at the rate Dσ_s n n_s per unit area. For adatoms, σ₁ is defined by the number of dimers formed per unit area and time, Dσ₁n². The rate equations are

dn/dt = F − 2Dσ₁n² − Dn Σ_{s≥2} σ_s n_s,

dn₂/dt = Dσ₁n² − Dσ₂n n₂,

dn_s/dt = Dn(σ_{s−1}n_{s−1} − σ_s n_s) for s ≥ 3.

The factor 2 follows from counting atoms. In the rate of change of n + Σ s n_s, dimer formation contributes −2Dσ₁n² through the adatoms and +2Dσ₁n² through the dimers. Attachment to size s contributes −1 + (s + 1) − s = 0 times its rate. What remains is F, as it must. The adatom equation can therefore be written

dn/dt = F − DΛn, Λ = 2σ₁n + Σ_{s≥2} σ_s n_s.

The capture numbers are still unknown. To find them, place an island of capture radius R_s at the origin and let ρ(r,t) be the adatom density around it, averaged over the positions of all other islands and adatoms. The mean-field closure replaces these others by a uniform absorbing medium, in which an adatom is lost with frequency D/ξ²:

∂ρ/∂t = D∇²ρ + F − Dξ⁻²ρ, ρ(R_s,t) = 0.

The length ξ may depend on time but not on position. Far from the island the density is uniform, the Laplacian vanishes, and

dρ_∞/dt = F − Dξ⁻²ρ_∞.

At large distance the presence of the island carries no information, so ρ_∞ must be the unconditional mean n. If ρ_∞ = n at all times, their time derivatives also agree, and subtracting the two equations gives

0 = D(Λ − ξ⁻²)n.

Since n is positive,

ξ⁻² = 2σ₁n + Σ_{s≥2} σ_s n_s.

Conversely, if this relation holds, the difference obeys d(ρ_∞ − n)/dt = −Dξ⁻²(ρ_∞ − n). It stays zero if it starts at zero, and otherwise decays. The condition is thus necessary and sufficient within the uniform-medium closure, and no steady state was assumed.

The relation also has a meaning in terms of area. When the adatom density changes slowly, F ≈ Dξ⁻²n, and an island of size s receives Dσ_s n ≈ Fσ_sξ² atoms per unit time. It is fed as if it owned an area σ_sξ², its mean capture zone. Multiplying the condition by ξ² gives

Σ_{s≥2} n_s(σ_sξ²) + 2σ₁nξ² = 1.

The capture zones of the islands, together with the share of the surface whose atoms end in new dimers, fill the surface once.

The capture numbers follow from the deviation δ = ρ − n. Subtracting the equation for n from that for ρ removes the deposition term:

∂δ/∂t = D∇²δ − Dξ⁻²δ, δ(R_s,t) = −n(t), δ → 0 far away.

If n, ξ and R_s change little during the time ξ²/D, the time derivative can be dropped. For n this means |dn/dt| ≪ Dξ⁻²n, so by the rate equation deposition and loss must nearly balance, although n may still drift over longer times. In two dimensions the remaining equation is

δ″ + δ′/r − δ/ξ² = 0.

Its solutions are the modified Bessel functions I₀(r/ξ) and K₀(r/ξ). The first grows with distance and is excluded, so the condition at the edge gives

ρ(r) = n[1 − K₀(r/ξ)/K₀(R_s/ξ)].

Because K₀′ = −K₁, the slope at the edge is (n/ξ)K₁(R_s/ξ)/K₀(R_s/ξ), positive, so atoms flow inward. The number arriving per unit time is 2πR_sD times this slope, and by definition it equals Dσ_s n. Hence

σ_s = 2πx K₁(x)/K₀(x), x = R_s/ξ.

For s = 1 the central object moves too, and the derivation needs a second look. Let P(r,t) be the density of ordered pairs of adatoms with separation r, which tends to n² at large r. The separation diffuses with coefficient 2D. Pairs are created at rate 2Fn, because either member may be the one just deposited. They are lost to third parties at rate 2Dξ⁻²P, because either member may be captured:

∂P/∂t = 2D∇²P + 2Fn − 2Dξ⁻²P, P(R₁,t) = 0.

At large distance this agrees with the rate equation, since d(n²)/dt = 2n dn/dt = 2Fn − 2Dξ⁻²n². The quasi-static deviation P − n² obeys the same equation as before, with the same ξ, because both diffusion and loss have doubled. The inward flux of ordered pairs is 2πR₁ · 2D · (n²/ξ)K₁/K₀. Each dimer is counted twice in it, so half of it is the dimer formation rate:

Dσ₁n² = Dn² · 2π(R₁/ξ)K₁(R₁/ξ)/K₀(R₁/ξ).

The capture formula therefore holds for adatoms as well. The mobility of the partner is contained in the definition of σ₁, and the 2 in ξ⁻² is a separate matter, the loss of two atoms per event.

The screening length now appears on both sides: ξ determines the σ_s, and these determine ξ. For given densities there is one solution. To see this, write q = ξ⁻² and y(x) = K₁(x)/K₀(x). With K₀′ = −K₁ and K₁′ = −K₀ − K₁/x, the logarithmic slope of σ_s in x is

S = x[1/x + K₁′/K₁ − K₀′/K₀] = x(y − 1/y).

It is positive because K₁ > K₀. The same derivatives give y′ = y² − 1 − y/x = (y/x)(S − 1), and differentiating S gives

S′ = (y − 1/y) + x(1 + 1/y²)y′ = S/x + (y + 1/y)(S − 1).

Suppose S reached 1 at some x₀. From there on S′ ≥ S/x, so S would grow at least as fast as x/x₀. But for large x, y ≈ 1 + 1/(2x) and S tends to 1. The supposition is false, and 0 < S < 1 for every x. Since x is proportional to √q, the slope of ln σ_s in ln q is S/2, less than 1/2. The slope of ln Λ is a weighted mean of such slopes, so ln(Λ/q) falls with a slope steeper than −1/2. It runs from +∞ to −∞ and passes zero once, which is the condition Λ = q.

Two limits show how the capture number behaves. For a small island, x ≪ 1, K₁ ≈ 1/x and K₀ ≈ ln(2/x) − γ with γ = 0.5772, so that

σ_s ≈ 2π/[ln(2ξ/R_s) − γ].

The dependence on size is logarithmic, and without screening (ξ → ∞) the capture number would vanish. A steady capture number in two dimensions owes its existence to the other absorbers. For x ≫ 1, σ_s ≈ 2πR_s/ξ, the perimeter divided by the screening length. This second limit is not reached when all islands have similar size, although a rare large island among many small ones can reach it. For equal islands of radius R and density N, with adatom loss neglected, the condition would read ξ⁻² ≈ 2πRN/ξ, or R/ξ ≈ 2πR²N. That is twice the area fraction covered by the capture disks, and it cannot be large if the disks do not overlap.

For the worked example take D/F = 10⁶ a² and R_s = a(√(s/π) + 1/2), the radius of a compact disk of s sites plus half an adatom. The rate equations, with sizes up to 80, were integrated from a trace of adatoms by an adaptive Runge–Kutta method, and the equation for ξ was solved numerically at each evaluation. At 0.01 ML this gives n = 1.784 × 10⁻⁴ a⁻², a total island density of 1.665 × 10⁻³ a⁻², σ₁ = 2.350 and a mean island capture number of 2.893. The two parts of the condition are

2σ₁n = 2 × 2.350 × 1.784 × 10⁻⁴ a⁻² = 0.838 × 10⁻³ a⁻²,

Σσ_s n_s = 2.8927 × 1.6648 × 10⁻³ a⁻² = 4.816 × 10⁻³ a⁻², with one more digit kept in the factors.

Their sum is 5.654 × 10⁻³ a⁻², so ξ = 13.3 a. Adatoms supply 15% of the screening.

This explains the 8.2%. Counting adatom loss once lowers the sum to Λ′ = (5.654 − 0.419) × 10⁻³ a⁻² = 5.235 × 10⁻³ a⁻². If both densities were steady, each would be F divided by D times its loss coefficient, and their ratio would be 5.654/5.235 = 1.080. The value 1.082 comes from a time-dependent finite-difference solution of the local equation around a six-atom island of fixed radius, begun with no adatoms at 0.005 ML and followed to 0.01 ML. The small remainder belongs to the time derivatives, since

ρ_∞/n = (Λ/Λ′)(F − dρ_∞/dt)/(F − dn/dt).

With the full coefficient, the same calculation gives a far density equal to n to within about one part in 10⁵, although it too began from an empty surface. The decay law accounts for this: D/ξ² is 2.3 × 10³ per ML at 0.001 ML and 5.7 × 10³ per ML at 0.01 ML, so over 0.005 ML an initial difference shrinks by a factor between roughly e⁻¹² and e⁻²⁸.

The balance between the two parts shifts during growth. At 0.001 ML the adatoms contribute 1.80 × 10⁻³ a⁻² and the islands 0.53 × 10⁻³ a⁻², so 77% of the screening comes from adatoms, and ξ = 20.7 a. At 0.05 ML the parts are 0.42 × 10⁻³ and 12.6 × 10⁻³ a⁻², the adatom share has fallen to 3%, and ξ = 8.8 a. The factor 2 therefore affects the screening length most at the beginning of growth: when adatoms do nearly all the screening, leaving it out at given capture numbers lengthens ξ by almost √2. The far density behaves differently. On a nearly empty surface few adatoms have yet been lost, so the way losses are counted hardly changes it at first: counting adatom loss once from the start of growth raises it by 0.5% at 0.0001 ML and 5% at 0.0003 ML. The excess then grows to 38% at 0.001 ML and 46% at 0.002 ML, and falls again as islands take over the loss. At 0.05 ML the mean capture zone is 4.28 × 76.9 a² = 329 a², while the surface per island is 1/(2.938 × 10⁻³) a² = 340 a². The missing 3% is the share that goes into new dimers. The small-island formula can be tried here too: with R₁ = 1.064 a it gives σ₁ ≈ 2π/(ln 16.5 − 0.577) = 2.82, against 2.75 from the Bessel functions.

The quality of the quasi-static step can be read from the rate equation. Dividing it by Dξ⁻²n gives

(ξ²/D) d(ln n)/dt = F/(Dξ⁻²n) − 1.

The right-hand side is −0.037 at 0.001 ML, −0.009 at 0.01 ML and −0.001 at 0.05 ML. It is the relative change of n during one screening time. All three coverages lie past the maximum of n, near 0.0009 ML. Earlier the quasi-static step fails: the same quantity is 0.65 at 0.0005 ML, 2.7 at 0.0003 ML and 32 at 0.0001 ML, and the time-dependent capture number of a dimer-sized absorber present from the start exceeds the quasi-static one by about 12%, 29% and 87%. Only about 3% of the islands present at 0.01 ML have formed by 0.0005 ML. Near the maximum of n the quantity is also not the whole measure, since at 0.001 ML ξ⁻² still grows by 16% per screening time. If δ keeps its shape and follows n, its time derivative replaces ξ⁻² by ξ⁻²[1 + (ξ²/D) d(ln n)/dt], a reduction of 0.9% at 0.01 ML. For the six-atom island S/2 is about 0.21, so σ₆ should drop by about 0.2%. The time-dependent solution gives 2.926 and the quasi-static formula 2.933, a difference of 0.25%. The estimate has the right sign and size; it leaves out the change in the shape of the profile as ξ shrinks.

The uniform medium is a stronger assumption. Its treatment of fixed absorbers can be examined by putting the absorbers in explicitly. Take a periodic square cell of side L with 600 disks at random positions, half of radius 0.0003 L and half of radius 0.001 L, with centres at least 0.003 L apart. Adatoms are supplied uniformly. Each disk is represented by a point sink whose strength makes the density vanish at the disk's edge, which leads to a set of linear equations for the sink strengths. No screening length enters. Averaged over 12 arrangements, the uptake per disk divided by D times the mean density is 1.28 for the small disks and 1.70 for the large ones. The self-consistent condition, here without an adatom term, gives ξ = 0.033 L and capture numbers 1.30 and 1.73, about 2% higher. The sampling uncertainty of the explicit averages is about 1%.

The screening itself becomes visible when the uniform supply is replaced by a point source of strength D. In the uniform medium the density around it is K₀(r/ξ)/(2π), which follows from ∇²g − g/ξ² = −δ²(r), where δ²(r) is the two-dimensional delta function. Averaged over 150 random source positions in each arrangement and four directions, the explicit absorbers give 0.147, 0.067 and 0.034 at r/ξ = 0.5, 1.0 and 1.5. The formula gives the same values to these digits, but agreement this close is partly luck: the averages vary by about 1% from one set of random arrangements to another, and over 56 arrangements they are 0.149, 0.068 and 0.035, between 1% and 2.5% above the formula. For randomly placed fixed absorbers at this low coverage, the smeared medium is thus a good description of the average.

This comparison does not cover two features of real growth. First, islands do not stay randomly placed relative to their sizes. An island with much free surface around it collects more atoms and grows larger, so size and surroundings become correlated. The closure gives all islands the same surroundings, so this correlation is absent from its σ_s.

Second, the adatoms that act as absorbers are themselves depleted near an island. One way to include this is to let the local loss follow the local density, D(2σ₁ρ² + Iρ) with I = Σ_{s≥2} σ_s n_s. The far density still obeys the rate equation. But inserting ρ = n + δ and subtracting the loss at δ = 0 leaves

D[(4σ₁n + I)δ + 2σ₁δ²].

Far out, where δ² is negligible, the deviation decays with the coefficient

4σ₁n + I = ξ⁻² + 2σ₁n,

and not with ξ⁻². The inverse square of the decay length then no longer equals the summed loss coefficients. At 0.001 ML it is (2.33 + 1.80) × 10⁻³ a⁻², and the decay length drops from 20.7 a to 15.5 a. Solving the quasi-static quadratic equation around a dimer by finite differences and Newton iteration, with σ₁ and the densities held fixed, raises its capture number from 2.16 to 2.31, or by 7%. The sign can be understood from the net supply divided by D, which is

(n − ρ)[I + 2σ₁n(1 + ρ/n)]

instead of (n − ρ)(I + 2σ₁n). It is larger wherever 0 < ρ < n, so more atoms reach the island. The quadratic form is itself a closure, since it ignores correlations between the adatoms near the island. The 7% therefore indicates how sensitive the capture numbers at 0.001 ML are to the treatment of adatom loss, and is not a correction to be applied. By 0.05 ML, where adatoms supply 3% of the loss, the two decay coefficients differ by that same 3%.
